# Why a monolayer junction does not follow the bulk depletion formula: test program

```python
# Depletion of a thin charged semiconductor strip beside a grounded metal wall.
# Result under test: in the ideal sheet limit W = 2*eps*V/sigma, not the
# bulk width sqrt(2*eps_s*V*t/sigma). Finite strip polarizability is included
# through ell = (eps_s-eps)*t/(2*eps), giving V = s*W*g(ell/W), s=sigma/(2*eps).
# x: distance from wall; z: distance from midplane; sigma: donor charge per area;
# eps: surroundings; eps_s: strip; t: thickness; V: total potential drop.
# Lengths are in nm and potentials in volts.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve

donors_cm2 = 1.0e12
thickness = 0.6
eps_strip = 15.0
eps_env = 4.0
drop = 0.5
sigma_eps0 = const.e * donors_cm2 * 1e4 / const.epsilon_0 * 1e-9  # V/nm


def coefficients(lam, terms=600):
    """Sine coefficients of -E_x/s on the depleted strip."""
    n = np.arange(1, 2 * terms, 2)
    minus = (n[:, None] - n[None, :]).astype(float)
    plus = (n[:, None] + n[None, :]).astype(float)
    matrix = 0.5 * (1 / (1 - minus**2) + 1 / (1 - plus**2))
    matrix += np.diag(lam * np.pi * n / 4)
    m = n.astype(float)
    rhs = 0.5 * (1 - np.cos((m + 1) * np.pi / 2)) / (m + 1)
    rhs[1:] -= 0.5 * (1 - np.cos((m[1:] - 1) * np.pi / 2)) / (m[1:] - 1)
    return n, np.linalg.solve(matrix, rhs)


def reduced_drop(lam, terms=600):
    return np.pi / 4 * coefficients(lam, terms)[1][0]


def widths(eps, voltage):
    s = sigma_eps0 / (2 * eps)
    ell = (eps_strip - eps) * thickness / (2 * eps)
    ideal = voltage / s
    bulk = np.sqrt(2 * eps_strip * voltage * thickness / sigma_eps0)
    full = brentq(lambda w: s * w * reduced_drop(ell / w) - voltage,
                  ideal, 3 * (ideal + bulk), xtol=1e-7)
    return bulk, ideal, full, ell


# Hilbert transform of the basis, inside and outside the strip
for order in (1, 3, 5):
    def basis(u):
        return np.sin(order * np.arccos(u))
    inside = -quad(basis, -1, 1, weight='cauchy', wvar=0.3)[0] / np.pi
    outside = quad(lambda u: basis(u) / (1.4 - u), -1, 1)[0] / np.pi
    assert abs(inside - np.cos(order * np.arccos(0.3))) < 1e-5
    assert abs(outside - (1.4 - np.sqrt(1.4**2 - 1))**order) < 1e-6


# Direct Coulomb integration for the ideal sheet; x in W, potential in V
def coulomb(x, include_strip=True, include_tail=True):
    def kernel(u):
        return np.log(abs((u + x) / (u - x))) / np.pi

    def tail(u):
        return 2 / np.pi * np.arcsin(1 / u) * kernel(u)
    total = 0.0
    if include_strip:
        cuts = [0, x, 1] if x < 1 else [0, 1]
        for a, b in zip(cuts[:-1], cuts[1:]):
            total += quad(kernel, a, b, limit=200)[0]
    if include_tail:
        cuts = [1, x, 2 * x] if x > 1 else [1, 2]
        for a, b in zip(cuts[:-1], cuts[1:]):
            total += quad(tail, a, b, limit=200)[0]
        total += quad(tail, cuts[-1], np.inf, limit=200)[0]
    return total


coulomb_error = 0.0
for x in (0.2, 0.7, 1.5, 4.0):
    expected = 1.0
    if x < 1:
        expected = 2 / np.pi * (x * np.arccosh(1 / x) + np.arcsin(x))
    coulomb_error = max(coulomb_error, abs(coulomb(x) - expected))
assert coulomb_error < 1e-5
strip_part = coulomb(1.0, include_tail=False)
tail_part = coulomb(1.0, include_strip=False)
assert abs(strip_part - 2 * np.log(2) / np.pi) < 1e-6
assert abs(strip_part + tail_part - 1) < 1e-5


# Find depletion from 0<=electron density and potential<=V, without assuming W
panel = 0.2
edges = list(np.arange(0, 60 + panel / 2, panel))
step = panel
while edges[-1] < 1e5:
    step *= 1.1
    edges.append(edges[-1] + step)
edges = np.array(edges)
centres = (edges[1:] + edges[:-1]) / 2


def primitive(u):
    return u * np.log(np.abs(u)) - u


left, right, point = edges[:-1][None, :], edges[1:][None, :], centres[:, None]
influence = (primitive(right + point) - primitive(left + point)
             - primitive(right - point) + primitive(left - point))
influence *= sigma_eps0 / (2 * np.pi * eps_env)


def constrained_width(voltage):
    depleted = np.zeros(len(centres), dtype=bool)
    for _ in range(300):
        charge = np.ones(len(centres))
        free = ~depleted
        load = voltage - influence[np.ix_(free, depleted)].sum(axis=1)
        charge[free] = np.linalg.solve(influence[np.ix_(free, free)], load)
        potential = influence @ charge
        updated = (free & (charge > 1)) | (depleted & (potential <= voltage))
        if np.array_equal(updated, depleted):
            last = np.flatnonzero(depleted)[-1]
            assert depleted[:last + 1].all() and charge.min() > 0
            return edges[last + 1]
        depleted = updated
    raise AssertionError('constrained charge iteration did not converge')


free_widths = []
for voltage in (0.25, 0.5, 1.0):
    found = constrained_width(voltage)
    ideal = 2 * eps_env * voltage / sigma_eps0
    assert abs(found - ideal) < 2 * panel  # edge is resolved to panels
    free_widths.append((voltage, found, ideal))

# Limits, convergence and bounds of the polarizable strip
assert abs(reduced_drop(1e-3) - 1) < 0.01
assert abs(200 * reduced_drop(100.0) - 1) < 0.01
table = [(lam, reduced_drop(lam)) for lam in (0.01, 0.1, 1.0, 10.0)]
for lam, value in table:
    assert 0 < value < min(1, 1 / (2 * lam))
scan = [(eps,) + widths(eps, drop) for eps in (1.0, 4.0, 10.0)]
for eps, bulk, ideal, full, ell in scan:
    lam = ell / full
    assert abs(reduced_drop(lam, 300) / reduced_drop(lam) - 1) < 2e-3
    assert full > max(bulk, ideal)
bulk, ideal, full, ell = widths(eps_env, drop)
s_field = sigma_eps0 / (2 * eps_env)
n, b = coefficients(ell / full)
angle = np.linspace(0.01, np.pi / 2 - 0.01, 300)
normal = np.cos(np.outer(angle, n)) @ b
assert normal.min() > -5e-3 and normal.max() < 1 + 5e-3


def outside_charge(x):
    ratio = x / full
    q = 1 / (ratio + np.sqrt(ratio**2 - 1))
    return np.power.outer(q, n) @ b


# Two-dimensional finite-volume Poisson equation with real strip thickness
xf = list(np.linspace(0, 2 * full, 401))
step = xf[1]
while xf[-1] < 40 * full:
    step *= 1.08
    xf.append(xf[-1] + step)
zf = list(np.linspace(0, thickness / 2, 5))
step = zf[1]
while zf[-1] < 40 * full:
    step *= 1.12
    zf.append(zf[-1] + step)
xf, zf = np.array(xf), np.array(zf)
dx, dz = np.diff(xf), np.diff(zf)
xc, zc = (xf[1:] + xf[:-1]) / 2, (zf[1:] + zf[:-1]) / 2
eps_row = np.where(zc < thickness / 2, eps_strip, eps_env)


def chain(inner, first, last):
    main = np.zeros(len(inner) + 1)
    main[:-1] += inner
    main[1:] += inner
    main[0] += first
    main[-1] += last
    return diags([-inner, main, -inner], [-1, 0, 1])


gx_last = 2 / dx[-1]
gz_last = 2 * eps_row[-1] / dz[-1]
op_x = chain(1 / np.diff(xc), 2 / dx[0], gx_last)
resist = dz / (2 * eps_row)
op_z = chain(1 / (resist[1:] + resist[:-1]), 0, gz_last)
operator = kron(op_x, diags(eps_row * dz)) + kron(diags(dx), op_z)
charge = np.ones(len(xc))
charge[xc > full] = outside_charge(xc[xc > full])
in_strip = zc < thickness / 2
source = np.outer(charge * dx, dz * in_strip) * sigma_eps0 / thickness
source[-1] += (gx_last * eps_row * dz * drop * 2 / np.pi
               * np.arctan2(xf[-1], zc))
source[:, -1] += gz_last * dx * drop * 2 / np.pi * np.arctan2(xc, zf[-1])
field = spsolve(operator.tocsc(), source.ravel()).reshape(source.shape)
mean_potential = field[:, in_strip] @ dz[in_strip] / (thickness / 2)


def sheet_potential(x):
    if x >= full:
        return drop
    theta = np.linspace(np.arccos(x / full), np.pi / 2, 2001)
    values = (np.sin(np.outer(theta, n)) @ b) * np.sin(theta)
    return s_field * full * np.sum((values[1:] + values[:-1])
                                   * np.diff(theta)) / 2


comparison = []
for ratio in (0.5, 1.5, 3.0):
    numerical = np.interp(ratio * full, xc, mean_potential)
    model = sheet_potential(ratio * full)
    # two percent covers finite thickness and mesh error
    assert abs(numerical - model) < 0.02 * drop
    comparison.append((ratio, numerical, model))
wall_flux = 2 * np.sum(eps_strip * field[0, in_strip] * 2 / dx[0]
                       * dz[in_strip])
inside_fraction = wall_flux / (sigma_eps0 * full)
assert 0 < inside_fraction < 0.5

print(f'donor density = {donors_cm2:.2e} cm^-2')
print(f'strip thickness = {thickness:.2f} nm')
print(f'strip relative permittivity = {eps_strip:.1f}')
print(f'surrounding relative permittivity = {eps_env:.1f}')
print(f'potential drop = {drop:.3f} V')
print(f'sigma/eps0 = {sigma_eps0:.5f} V/nm')
print(f's = sigma/(2 eps) = {s_field:.5f} V/nm')
print(f'polarizability length ell = {ell:.4f} nm')
print(f'bulk width = {bulk:.3f} nm')
print(f'ideal sheet width = {ideal:.3f} nm')
print(f'polarizable strip width = {full:.3f} nm')
print(f'polarizable/bulk width = {full / bulk:.3f}')
print(f'lambda = ell/W = {ell / full:.5f}')
print(f'g(lambda) = {reduced_drop(ell / full):.5f}')
print(f'ideal strip plus image: share of V at W = {strip_part:.5f}')
print(f'ideal tail plus image: share of V at W = {tail_part:.5f}')
print(f'largest Coulomb test error / V = {coulomb_error:.1e}')
for voltage, found, expected in free_widths:
    print(f'V={voltage:.2f} V: constrained W={found:.2f} nm, '
          f'formula={expected:.2f} nm')
for lam, value in table:
    print(f'lambda={lam:.2f}: g={value:.5f}, bulk limit={1/(2*lam):.5f}')
for eps, wb, wi, wf, length in scan:
    print(f'eps={eps:.0f} eps0: bulk={wb:.2f}, ideal={wi:.2f}, '
          f'full={wf:.2f}, ell={length:.3f} nm')
ideal_tail = 2 / np.pi * np.arcsin(0.5)
print(f'ideal net charge/sigma at 2W = {ideal_tail:.4f}')
print(f'polarizable net charge/sigma at 2W = '
      f'{outside_charge(np.array([2 * full]))[0]:.4f}')
for ratio, numerical, model in comparison:
    print(f'x/W={ratio:.1f}: Poisson={numerical:.4f} V, '
          f'sheet={model:.4f} V')
print(f'flux into metal inside strip/(sigma W) = {inside_fraction:.4f}')
print('OK')
```

It prints:

```
donor density = 1.00e+12 cm^-2
strip thickness = 0.60 nm
strip relative permittivity = 15.0
surrounding relative permittivity = 4.0
potential drop = 0.500 V
sigma/eps0 = 0.18095 V/nm
s = sigma/(2 eps) = 0.02262 V/nm
polarizability length ell = 0.8250 nm
bulk width = 7.052 nm
ideal sheet width = 22.105 nm
polarizable strip width = 23.916 nm
polarizable/bulk width = 3.391
lambda = ell/W = 0.03450
g(lambda) = 0.92431
ideal strip plus image: share of V at W = 0.44127
ideal tail plus image: share of V at W = 0.55873
largest Coulomb test error / V = 1.5e-13
V=0.25 V: constrained W=11.00 nm, formula=11.05 nm
V=0.50 V: constrained W=22.00 nm, formula=22.11 nm
V=1.00 V: constrained W=44.20 nm, formula=44.21 nm
lambda=0.01: g=0.97383, bulk limit=50.00000
lambda=0.10: g=0.82140, bulk limit=5.00000
lambda=1.00: g=0.33162, bulk limit=0.50000
lambda=10.00: g=0.04759, bulk limit=0.05000
eps=1 eps0: bulk=7.05, ideal=5.53, full=10.18, ell=4.200 nm
eps=4 eps0: bulk=7.05, ideal=22.11, full=23.92, ell=0.825 nm
eps=10 eps0: bulk=7.05, ideal=55.26, full=55.72, ell=0.150 nm
ideal net charge/sigma at 2W = 0.3333
polarizable net charge/sigma at 2W = 0.3076
x/W=0.5: Poisson=0.3742 V, sheet=0.3794 V
x/W=1.5: Poisson=0.4977 V, sheet=0.5000 V
x/W=3.0: Poisson=0.4991 V, sheet=0.5000 V
flux into metal inside strip/(sigma W) = 0.1286
OK
```
